# Crowell-Sze saturation current: drift-diffusion matched to thermionic emission, part 2

A metal fills $x<0$ and an n-type semiconductor $x>0$. Electrons drift and diffuse through the depletion region to the barrier top, then cross into the metal by thermal emission. Joining the two fluxes gives the Crowell-Sze current density

$$J=J_0\left(e^{qV/k_BT}-1\right),\qquad J_0=\frac{A^*T^2}{1+v_R/v_D}\,e^{-\phi/k_BT},$$

$$A^*T^2=qN_cv_R,\qquad \frac1{v_D}=\int_{x_m}^{W}\frac1D\,e^{(E_c-\phi)/k_BT}\,dx.$$

Here $q>0$ is the elementary charge, $V>0$ is forward bias (without any ohmic drop in the bulk), and energies are measured from the metal's Fermi level. The band edge $E_c(x)$ has its top $\phi$ at $x_m$, and the depletion region ends at $W$. $N_c$ is the effective density of states, $N_d$ the doping, $\mu$ the mobility, $D=\mu k_BT/q$ the diffusion constant, $A^*$ the Richardson constant and $n_0=N_ce^{-\phi/k_BT}$. With $m_x$ the mass along the normal, the emission velocity is

$$v_R=\left\langle\sqrt{\frac{k_BT}{2\pi m_x}}\right\rangle_{\rm valleys}.$$

The quasi-Fermi level is $qV$ in the bulk and $F_m$ at the top. The drop before the top is, for $qV$ and $F_m$ well above $k_BT$,

$$qV-F_m\approx k_BT\ln\left(1+\frac{v_R}{v_D}\right).$$

Numerical integration of the drift-diffusion equation for the electron density confirmed the current formula.

For uniform doping and a sharp barrier, $x_m=0$ and $\phi=\phi_b$. With permittivity $\varepsilon$ and maximum field $\mathcal E_m$,

$$E_c=\phi_b-q\mathcal E_mx+\frac{q^2N_d}{2\varepsilon}x^2,\qquad \mathcal E_m=\frac{qN_dW}{\varepsilon}.$$

The band bending is $q(V_{bi}-V)=q\mathcal E_mW/2$, also written $u\,k_BT$, where $qV_{bi}=\phi_b-k_BT\ln(N_c/N_d)$. The integral for $1/v_D$ is then expressible by Dawson's integral, and for large $u$

$$v_D\approx\frac{\mu\mathcal E_m}{1+1/(2u)}.$$

The next step is to put in numbers for a contact one might meet.

**A:** Take rough values for a titanium silicide contact on lightly doped (100) silicon at 300 K: $\phi_b=0.60$ eV, $N_d=10^{16}$ cm⁻³, $\mu=1200$ cm²/Vs, relative permittivity 11.7, and masses of 0.92 and 0.19 electron masses. These give $N_c=2.74\times10^{19}$ cm⁻³, $A^*=247$ A/cm²K² and $v_R=5.05\times10^6$ cm/s. The last digits depend on the masses chosen: a longitudinal mass of 0.98 raises $N_c$ and $A^*$ by about 3%. The thermal energy is 25.85 meV, so

$$V_{bi}=0.600-0.02585\ln(2744)=0.395\ {\rm V},\qquad u=\frac{0.3953}{0.02585}=15.3.$$

At zero bias $W=226$ nm, and $\mathcal E_m=2V_{bi}/W=35.0$ kV/cm. The simple product is $\mu\mathcal E_m=4.20\times10^7$ cm/s. Dividing by $1+1/(2u)=1.033$ gives $4.06\times10^7$ cm/s, while the full integral gives $4.05\times10^7$ cm/s. Then

$$\frac{v_R}{v_D}=\frac{5.05}{40.5}=0.125,\qquad \frac1{1+0.125}=0.889.$$

The thermionic limit is $A^*T^2e^{-\phi_b/k_BT}=1.85\times10^{-3}$ A/cm², and $J_0=0.889\times1.85\times10^{-3}=1.64\times10^{-3}$ A/cm². In the joined model, transport to the top costs 11% of the thermionic current.

**Q:** What would it take to reach the other limit?

**A:** Lower the mobility to 10 cm²/Vs and hold everything else fixed. Then $v_D=3.37\times10^5$ cm/s, the factor is 0.063, and $J_0=1.16\times10^{-4}$ A/cm². Such mobilities are roughly those of amorphous oxide semiconductors, but the other parameters here remain those of silicon.

The difference also shows in the quasi-Fermi level. At 0.2 V the drop before the top is 4.4 meV for the high mobility and 81 meV for the low one. The currents are 3.57 and 0.181 A/cm². The ohmic field in the bulk, $J/(q\mu N_d)$, is about 1.9 V/cm for the high mobility and 11 V/cm for the low one, although the current is smaller there. Over 10 µm this makes about 2 mV and 11 mV. Compared with $k_BT/q=26$ mV the first is a small correction, but the second must be subtracted from the applied voltage to obtain $V$.

**Q:** Could I recognize the diffusion regime from the slope of $\ln J$ against $V$?

**A:** There is a small signature in this model. The factor is $v_D/(v_D+v_R)$, so with $\phi$ and $v_R$ fixed

$$\frac{d\ln J_0}{dV}=\frac{v_R}{v_D+v_R}\,\frac{d\ln v_D}{dV}.$$

To leading order $v_D\propto\mathcal E_m\propto\sqrt{V_{bi}-V}$, and the last derivative is $-1/[2(V_{bi}-V)]$. From 0.1 to 0.2 V, $J_0$ falls from $9.96\times10^{-5}$ to $7.91\times10^{-5}$ A/cm² at the low mobility. This lowers the average slope of $\ln J$ by about 6% of $q/k_BT$. At 1200 cm²/Vs the reduction is about 1%. A barrier that rises with forward bias, as it does under the image force discussed below, also lowers the slope, so the slope alone does not identify the regime.

**Q:** My main doubt is still the validity of diffusion near the top. How thick is the region that matters?

**A:** Near the top the band falls by $k_BT$ over the length $L=k_BT/(q\mathcal E_m)$, here 7.4 nm. In the integral for $1/v_D$, 94% comes from the first $3L$. Compare $L$ with a mean free path. For one isotropic mass $m$ and a constant relaxation time $\tau$, $D=\tau k_BT/m$. The mean speed is $\bar v=\sqrt{8k_BT/(\pi m)}$, so $v_R=\bar v/4$ and $k_BT/m=\pi\bar v^2/8$. Define $\lambda=\bar v\tau$. Then

$$v_D\approx\mu\mathcal E_m=\frac DL=\frac{\pi\bar v\lambda}{8L},\qquad \frac{v_D}{v_R}=\frac\pi2\,\frac\lambda L.$$

For the silicon contact this estimate gives $\lambda/L\approx5$.

**Q:** Then diffusion theory is being used over a fifth of a mean free path, where it cannot hold.

**A:** Yes, for this contact the diffusion term is not justified in detail. The result survives because the term is small there. When the term is large, $\lambda\ll L$ and diffusion theory is justified. The doubtful region is $v_D\sim v_R$, and a kinetic calculation is needed to find the error.

In strong reverse bias practically all the current comes from electrons emitted by the metal. It equals $qv_Rn_0P$, where $P$ is the probability that an emitted electron escapes into the bulk. The joined model therefore claims $P=v_D/(v_D+v_R)$. To examine this, 60,000 electrons were launched in a Monte Carlo calculation with a flux-weighted Maxwellian. They were accelerated by a constant field and given a new Maxwellian velocity at random collision times. An electron was counted as escaped if a collision found it more than $7L$ from the metal.

| $v_D/v_R$ | kinetic $P$ | formula |
|---|---|---|
| 0.1 | 0.092 ± 0.001 | 0.091 |
| 1 | 0.578 ± 0.002 | 0.500 |
| 8.0 | 0.944 ± 0.001 | 0.889 |
| 50 | 0.9915 ± 0.0004 | 0.9804 |

**Q:** So for these collisions the formula is too low in between, by 16% of its own value at $v_D=v_R$. Can you explain the sign?

**A:** I can derive it on the nearly ballistic side. Use units with $k_BT=m=q\mathcal E_m=1$, so that $L=1$, $v_D=\tau$ and $v_R=1/\sqrt{2\pi}$. For large $\tau$ an electron makes at most one collision near the top, to leading order. It starts with speed $v$ and follows $x=vt+t^2/2$, with speed $w=\sqrt{v^2+2x}$. A collision in the time $dt=dx/w$ has probability $dt/\tau$. Afterwards the electron returns to the metal if its new velocity is below $-\sqrt{2x}$, which has probability $\frac12{\rm erfc}\sqrt x$.

Average $1/w$ over the launch distribution $v\,e^{-v^2/2}dv$. At fixed $x$, $v\,dv=w\,dw$, so

$$\int_0^\infty\frac{v\,e^{-v^2/2}}{w}\,dv=e^x\int_{\sqrt{2x}}^\infty e^{-w^2/2}dw=\sqrt{\frac\pi2}\,e^x\,{\rm erfc}\sqrt x.$$

The probability of return is therefore

$$1-P\approx\frac1{2\tau}\sqrt{\frac\pi2}\int_0^\infty e^x\,{\rm erfc}^2\!\sqrt x\,dx.$$

With $x=s^2$, integration by parts gives

$$\int_0^\infty2s\,e^{s^2}{\rm erfc}^2s\,ds=-1+\frac4{\sqrt\pi}\int_0^\infty{\rm erfc}\,s\,ds=\frac4\pi-1,$$

since the last integral is $1/\sqrt\pi$. Finally $1/\tau=\sqrt{2\pi}\,v_R/v_D$, so

$$1-P\approx\left(2-\frac\pi2\right)\frac{v_R}{v_D}\approx0.43\,\frac{v_R}{v_D}.$$

The formula has 1 in place of 0.43, so for collisions that thermalize the electron completely it overestimates the returning fraction. For $v_D/v_R=8.0$ the derived expression gives $P=0.946$, close to the kinetic 0.944. For this collision model the cost of transport is thus nearer 6% than 11%.

The sign depends on how much energy a collision removes. Let the collision instead be elastic and isotropic, with the same $\tau$ and hence the same mobility. With $a=\sqrt{2x}$ and total speed $s$, the electron returns with probability $\frac12(1-a/s)$. The launch distribution now includes the transverse speed $p$, with weight $p\,e^{-p^2/2}dp$ and $s^2=w^2+p^2$. In polar coordinates the region $w>a$ has the measure $s^2(1-a/s)\,ds$. With $dx=a\,da$ and $s=a+b$,

$$1-P\approx\frac1{2\tau}\int_0^\infty a\,da\;e^{a^2/2}\int_a^\infty(s-a)^2e^{-s^2/2}ds=\frac1{2\tau}\int_0^\infty b^2e^{-b^2/2}\,\frac1{b^2}\,db=\frac1{2\tau}\sqrt{\frac\pi2}=\frac\pi2\,\frac{v_R}{v_D}.$$

This coefficient exceeds 1, so for elastic collisions the formula underestimates the returning fraction. Collisions many $L$ from the metal contribute here, and a finite band bending lowers the coefficient somewhat. Scattering in silicon is partly quasi-elastic and partly inelastic, so these models do not tell whether the cost in the real contact lies below or above 11%. The Crowell-Sze factor is an interpolation that is right in both limits, provided that in the diffusion limit the collisions keep the electrons near the lattice temperature.

**Q:** You have also assumed a sharp barrier. An electron near a metal feels its image.

**A:** At distance $x$ the image charge lies $2x$ away and attracts the electron with the force $q^2/(16\pi\varepsilon x^2)$. This adds $-q^2/(16\pi\varepsilon x)$ to $E_c$. Near the top the quadratic term of the depletion parabola is small. Setting the slope to zero gives

$$q\mathcal E_m=\frac{q^2}{16\pi\varepsilon x_m^2},\qquad x_m=\sqrt{\frac{q}{16\pi\varepsilon\mathcal E_m}}.$$

At $x_m$ the image energy equals $-q\mathcal E_mx_m$, and the field term has the same value. The top is lowered by $\phi_b-\phi=2q\mathcal E_mx_m$. Here $x_m=3.0$ nm and the lowering is 20.7 meV, which multiplies the emission by $e^{20.7/25.85}=2.2$.

The general formula still applies, with the integral taken from $x_m$. Rounding makes the top wider, so $v_D$ falls to $3.14\times10^7$ cm/s and the factor to 0.861. The result is $J_0=3.54\times10^{-3}$ A/cm², 2.16 times the sharp-barrier value. If a barrier height was measured in a way that already includes the lowering, it must not be lowered again.

**Q:** What else is missing, and how much does it matter?

**A:** For these parameters, the following sizes were estimated.

- At the rounded top, in a semiclassical estimate with the light mass 0.19, tunnelling below the top adds about 15% and reflection just above it removes about 11%, a net gain of about 4%. For the valleys with the heavy mass along the normal the net gain is about 1%.
- Mobile electrons near the depletion edge lower the field at the top, and $v_D$ falls by about 4%. This changes the factor by less than 1%.
- Degeneracy in the bulk is negligible, since $N_d/N_c=3.6\times10^{-4}$.
- The field can heat the electrons: $\mu\mathcal E_m$ is about four times the saturation velocity already at zero bias, and about eight times at $-1$ V. At $-1$ V a constant mobility gives a factor of 0.94. Capping $v_D$ at a rough saturation velocity of $10^7$ cm/s would give 0.66. The cap is too severe, because a saturation velocity is the result of many collisions, while the few lengths $L$ that matter are together shorter than the mean free path estimated above.
- At 400 K, with the sharp barrier held at 0.60 eV and a rough mobility of 600 cm²/Vs, the factor is 0.75 and $J_0=0.82$ A/cm². This is about 500 times the value at 300 K.

**Q:** How does this compare with the contacts in an actual chip?

**A:** The barrier and the mobility are in the usual range for a silicide on lightly doped n-type silicon, as in a Schottky diode. Source and drain contacts are different. Their doping is of order $10^{20}$ cm⁻³, the barrier is only a few nanometres thick, and tunnelling carries the current. The formula must not be used there.

In a real diode the barrier need not be uniform or accurately known. Interface layers and lateral variations change its effective height. A shift of 50 meV changes $J_0$ by $e^{50/25.85}\approx7$, far more than the whole correction for transport to the top. Quantum reflection at the metal is also left out. It reduces the emission, and since the potential there changes within less than an electron wavelength, the reduction can be far larger than the 4% net gain at the rounded top. Its size depends on the band structure of the metal. Measured effective Richardson constants for contacts on n-type silicon are near 110 to 120 A/cm²K², about half of the value used here, so the values of $J_0$ above belong to the model and not to a measured diode.

For a contact in this thermionic regime, a measured $J_0$ therefore says much about the barrier and little about the mobility. When $\mu\mathcal E_m$ is well below $v_R$, the mobility enters $J_0$ in direct proportion, and an error in it shifts the barrier extracted from the size of $J_0$. A factor of two in the mobility shifts this barrier by about $k_BT\ln2$, or 18 meV at 300 K. The numerical output gives the remaining bias points.

## Table of computed values

```
barrier 0.60 eV, doping 1.0e+16 cm^-3, T 300 K
masses 0.92, 0.19 m_e; relative permittivity 11.7
mobility 1200 cm2/Vs; kT 25.852 meV
Nc 2.7439e+19 cm^-3; doping/Nc 3.64e-04
A* 246.64 A/cm2/K2; vR 5.0492e+06 cm/s
built-in potential 0.3953 V; u at V=0 15.292
depletion width 226.10 nm
maximum field 34.969 kV/cm
kT layer length L 7.393 nm
share of diffusion resistance within 3L 0.9354
vD (quadrature) 4.0481e+07 cm/s; Dawson 4.0481e+07 cm/s
mobility times maximum field 4.1963e+07 cm/s
vR/vD 0.1247; factor 1/(1+vR/vD) 0.8891
mean free path / L, isotropic estimate 5.104
J0 thermionic limit 1.8482e-03 A/cm2
J0 combined, sharp barrier 1.6432e-03 A/cm2
largest relative error, density equation vs formula 2.5e-10
Sharp barrier: prefactor J0 at each bias
 mobility 1200 cm2/Vs, V -1.0 V: vD 7.809e+07 cm/s, factor 0.9393, J0 1.736e-03 A/cm2
 mobility 1200 cm2/Vs, V 0.0 V: vD 4.048e+07 cm/s, factor 0.8891, J0 1.643e-03 A/cm2
 mobility 1200 cm2/Vs, V 0.1 V: vD 3.449e+07 cm/s, factor 0.8723, J0 1.612e-03 A/cm2
 mobility 1200 cm2/Vs, V 0.2 V: vD 2.710e+07 cm/s, factor 0.8430, J0 1.558e-03 A/cm2
 mobility 10 cm2/Vs, V -1.0 V: vD 6.508e+05 cm/s, factor 0.1142, J0 2.110e-04 A/cm2
 mobility 10 cm2/Vs, V 0.0 V: vD 3.373e+05 cm/s, factor 0.0626, J0 1.157e-04 A/cm2
 mobility 10 cm2/Vs, V 0.1 V: vD 2.874e+05 cm/s, factor 0.0539, J0 9.955e-05 A/cm2
 mobility 10 cm2/Vs, V 0.2 V: vD 2.259e+05 cm/s, factor 0.0428, J0 7.913e-05 A/cm2
mobility 1200 cm2/Vs, V 0.2 V: quasi-Fermi drop 4.41 meV, J 3.566e+00 A/cm2
mobility 10 cm2/Vs, V 0.2 V: quasi-Fermi drop 81.20 meV, J 1.811e-01 A/cm2
Kinetic escape probability against vD/(vD+vR)
 vD/vR 0.100: kinetic 0.0921 +- 0.0012, formula 0.0909, ratio 1.013
 vD/vR 1.000: kinetic 0.5776 +- 0.0020, formula 0.5000, ratio 1.155
 vD/vR 8.017: kinetic 0.9444 +- 0.0009, formula 0.8891, ratio 1.062
 vD/vR 50.000: kinetic 0.9915 +- 0.0004, formula 0.9804, ratio 1.011
image force: top at 2.986 nm (formula 2.966 nm)
image lowering 20.68 meV (formula 20.75 meV)
with image force: vD 3.1382e+07 cm/s, factor 0.8614
with image force: J0 3.5425e-03 A/cm2, ratio to sharp 2.156
tunnelling factor at rounded top, transverse mass 1.043
vD with mobile-carrier tail / vD depletion 0.9640
V -1 V: factor 0.9393; if vD is capped at rough 1e+07 cm/s 0.6645
400 K, rough mobility 602 cm2/Vs: factor 0.7500, J0 8.158e-01 A/cm2
J0 at 400 K / J0 at 300 K, sharp barrier 496.4
```
